\section*{Charge-Dependent Capacitance Matching for a Hysteresis-Free Ferroelectric Gate}

\section{What dimensions and symmetry fix}

A ferroelectric layer of thickness $t$ lies in series with a semiconductor capacitor. Near a given gate charge per area $Q$, small changes are governed by four quantities: $t$, the capacitance per area $C_S(Q)$ of the semiconductor side, the curvature $g''$ of the ferroelectric energy density with respect to polarization, and the background permittivity $\varepsilon_b$. Their units are m, F/m$^2$, m/F and F/m. Two independent units, metre and farad, leave two dimensionless groups,
\[
\Pi_1=t\,C_S|g''| ,\qquad \Pi_2=\varepsilon_b|g''| .
\]
Where $g''<0$, a limit on the thickness must therefore have the form
\begin{equation}
t<\frac{\Phi(\Pi_2)}{|g''|\,C_S(Q)} ,
\label{form}
\end{equation}
with a function $\Phi$ that dimensions cannot supply. The proof below gives $\Phi(x)=1-x$.

The ferroelectric energy is even in the polarization, so its capacitance depends on $|Q|$. A doped semiconductor has no such symmetry. The limit must therefore be examined separately on the accumulation and inversion sides.

\section{Model and assumptions}

The polarization $P$ is uniform, and $Q$ is the same in both capacitors. There is no leakage, trapping or drain bias, and the flat-band voltage is zero. The ferroelectric has
\[
g(P)=\tfrac a2P^2+\tfrac b4P^4,\quad a<0<b,\qquad \eta\equiv\varepsilon_b|a|<1 .
\]
The semiconductor side has a continuous voltage $V_S(Q)$ with $dV_S/dQ=1/C_S>0$. With a gate source at $V_G$, the energy per area is
\begin{equation}
G=t\left[g(P)+\frac{(Q-P)^2}{2\varepsilon_b}\right]+\int_0^Q V_S\,dQ'-V_GQ ,
\label{G}
\end{equation}
where the last term is the work of the source. Setting $\partial G/\partial P=0$ and $\partial G/\partial Q=0$ gives
\begin{equation}
E\equiv\frac{Q-P}{\varepsilon_b}=g'(P),\qquad V_G=tE+V_S(Q).
\label{eq}
\end{equation}
Here $E$ is the field in the ferroelectric.

Out of equilibrium the charge is taken to adjust at once, while $P$ relaxes as $\gamma\dot P=E-g'(P)$ with $\gamma>0$. A slow sweep changes $V_G$ in small steps, lets $P$ come to rest after each, and takes the limit of vanishing steps. There is no noise.

\section{Lemmas}

\textbf{Lemma 1 (ferroelectric capacitance).} In equilibrium $P$ is a single-valued increasing function of $Q$, and
\begin{equation}
\frac1{C_F}\equiv t\frac{dE}{dQ}=\frac{t\,g''}{1+\varepsilon_bg''} .
\label{CF}
\end{equation}

\emph{Proof.} From (\ref{eq}), $Q=P+\varepsilon_bg'(P)$, so $dQ/dP=1+\varepsilon_bg''$. Since $g''=a+3bP^2\ge a$, this derivative is at least $1-\eta>0$. Hence $Q(P)$ can be inverted, and $dE/dQ=(dE/dP)/(dQ/dP)=g''/(1+\varepsilon_bg'')$. $\square$

Inverting (\ref{CF}) gives $C_F=\varepsilon_b/t+1/(tg'')$: the background acts in parallel with the polarization. If $\eta>1$, the layer is unstable at $P=0$ even at fixed charge, and no series capacitor can cure that.

\textbf{Lemma 2 (direction of motion).} Let
\[
W(P)=t\,g'(P)+V_S\bigl(P+\varepsilon_bg'(P)\bigr)
\]
be the equilibrium gate voltage as a function of $P$. At gate voltage $V$, $P$ increases if $V>W(P)$, decreases if $V<W(P)$, and rests if $V=W(P)$.

\emph{Proof.} At fixed $P$ the charge solves $V=t(Q-P)/\varepsilon_b+V_S(Q)$. The right side rises strictly and without bound in both directions, so there is one solution, and it rises strictly with $V$. The force $(Q-P)/\varepsilon_b-g'(P)$ then also rises strictly with $V$. It vanishes when $Q=P+\varepsilon_bg'(P)$, which means $V=W(P)$. $\square$

\textbf{Lemma 3 (stability).} Rising parts of $V_G(Q)$ are local minima of $G$; falling parts are saddles.

\emph{Proof.} The second derivatives of (\ref{G}) are
\[
G_{PP}=t\left(g''+\frac1{\varepsilon_b}\right),\quad
G_{PQ}=-\frac t{\varepsilon_b},\quad
G_{QQ}=\frac t{\varepsilon_b}+\frac1{C_S}.
\]
In the determinant the terms $t^2/\varepsilon_b^2$ cancel:
\begin{align}
G_{PP}G_{QQ}-G_{PQ}^2
&=t\left[\frac{tg''}{\varepsilon_b}+\frac{g''}{C_S}+\frac1{\varepsilon_bC_S}\right]\nonumber\\
&=\frac{t}{\varepsilon_bC_S}\left[1+g''(\varepsilon_b+tC_S)\right].
\label{det}
\end{align}
On the other hand, (\ref{eq}) and (\ref{CF}) give
\begin{equation}
\frac{dV_G}{dQ}=\frac1{C_F}+\frac1{C_S}
=\frac{1+g''(\varepsilon_b+tC_S)}{C_S(1+\varepsilon_bg'')} .
\label{slope}
\end{equation}
The denominator is positive, so (\ref{det}) and (\ref{slope}) have the same sign. Because $G_{PP}>0$, a positive determinant means a minimum and a negative one a saddle. $\square$

\section{Theorem}

\textbf{Theorem.} Let a slow sweep start in equilibrium at charge $Q_1$, raise the gate voltage from $V_G(Q_1)$ to $V_G(Q_2)$ with $Q_2>Q_1$, and return.

(i) The state moves from $Q_1$ to $Q_2$ and back along one continuous curve if and only if $V_G(Q)$ is strictly increasing on $[Q_1,Q_2]$.

(ii) This holds if, at every charge in the interval,
\begin{equation}
\frac1{C_F(Q)}+\frac1{C_S(Q)}>0 ,
\label{cond}
\end{equation}
that is, $C_S(Q)<|C_F(Q)|$ wherever $C_F<0$. It fails if the sum is negative anywhere in the interval.

(iii) Equivalently, the limiting thickness is
\begin{equation}
t_c=\min_{Q:\,g''<0}\theta(Q),\qquad
\theta(Q)=\frac{1-\varepsilon_b|g''|}{|g''|\,C_S(Q)} ,
\label{tc}
\end{equation}
taken over the charges in $[Q_1,Q_2]$: for $t<t_c$ the state passes from $Q_1$ to $Q_2$ and back without hysteresis; for $t>t_c$ no such reversible passage exists.

\emph{Proof.} (i) Suppose $V_G(Q)$ is strictly increasing. By Lemma 1, $W$ is then strictly increasing between the corresponding polarizations. Let the system rest at $P$ with $W(P)=V$, and raise the voltage to $V'=W(P')>V$. Between $P$ and $P'$ we have $W<V'$, so by Lemma 2 the polarization grows until it reaches $P'$. On lowering the voltage to $V$, $W>V$ between the two points, and the polarization returns to $P$. Both sweeps thus follow the continuous inverse of $W$.

Conversely, suppose the path $P(V)$ is continuous and joins the two end states. Each point on it is an equilibrium, so $W(P(V))=V$. Two voltages cannot share one $P$, so $P(V)$ is continuous and one-to-one, hence strictly increasing from the lower to the upper end. It takes every intermediate value, and $W$ is its inverse, hence strictly increasing. By Lemma 1 so is $V_G(Q)$.

(ii) The sum in (\ref{cond}) is $dV_G/dQ$. If it is positive throughout, $V_G$ is strictly increasing; if it is negative somewhere, $V_G$ falls there.

(iii) Where $g''\ge0$, (\ref{slope}) is positive for every $t$. Where $g''<0$, its numerator is $1-|g''|(\varepsilon_b+tC_S)$, which is positive when $t<\theta(Q)$ and negative when $t>\theta(Q)$. Requiring the first at all charges in the interval gives $t<t_c$. If $t>t_c$, the slope is negative at some charge in the interval, and (i) rules out a reversible passage. $\square$

\textbf{Remark (sweeps that stop early).} For $t>t_c$ a loop need not appear in every sweep. If $V_G(Q_2)$ lies below the voltage at which the state would jump, the state can stay on its original branch and retrace it, without ever reaching $Q_2$. The theorem then applies to the smaller range of charges actually visited.

\textbf{Remark (marginal thickness).} At $t=t_c$ the slope vanishes at the minimizing charge. If such zeros are isolated, $V_G(Q)$ is still strictly increasing and there is no loop, but $dQ/dV_G$ diverges there.

\textbf{Corollary (loop of a full sweep).} Let the sweep begin and end at voltages with a single equilibrium, beyond all voltages with several. The up-sweep then follows the equilibrium of smallest $P$ and the down-sweep that of largest $P$. The loop spans the voltages at which the equilibrium charge, as a function of $V_G$, is multivalued.

\emph{Proof.} Since $b>0$, $W\to\pm\infty$ as $P\to\pm\infty$. Let $P_-$ be the smallest solution of $W(P)=V$, so that $W\le V$ for all $P\le P_-$. After a step to $V'>V$ the force is positive up to $P_-$ and beyond it until the first point where $W=V'$, which is the smallest equilibrium at $V'$. The down-sweep is the mirror image. The two states differ when there is more than one equilibrium. $\square$

\section{The semiconductor capacitor}

Let the semiconductor be p-type with bulk hole density $N_A$, permittivity $\varepsilon_s$, Boltzmann carriers and full ionization. With $v_T=k_BT/q$, $u=\psi/v_T$ and $r=n_i/N_A$, the space charge at potential $\psi$ is
\[
\rho=qN_A\left[e^{-u}-1-r^2(e^u-1)\right].
\]
Multiply Poisson's equation $\psi''=-\rho/\varepsilon_s$ by $\psi'$ and integrate from the field-free bulk:
\[
\tfrac12\psi'^2=-\frac1{\varepsilon_s}\int_0^\psi\rho(\phi)\,d\phi
=\frac{qN_Av_T}{\varepsilon_s}F(u),
\]
\[
F=e^{-u}+u-1+r^2(e^u-u-1).
\]
The gate charge is $\varepsilon_s$ times the surface field and has the sign of $\psi$. With $L_D^2=\varepsilon_sv_T/(qN_A)$ and $A=\varepsilon_sv_T/L_D$, this reads $Q=\mathrm{sgn}(\psi)\,A\sqrt{2F}$. Differentiating $Q^2=-2\varepsilon_s\int_0^\psi\rho(\phi)\,d\phi$ with respect to $\psi$ gives $2Q\,dQ/d\psi=-2\varepsilon_s\rho$, so
\begin{equation}
C_{sc}=\frac{\varepsilon_s|\rho|}{|Q|},\qquad
\frac1{C_S}=\frac1{C_{ox}}+\frac1{C_{sc}} .
\label{CS}
\end{equation}
The second relation follows from $V_S=\psi+Q/C_{ox}$. At flat band $C_{sc}\to\varepsilon_s/L_D$, up to the negligible $r^2$.

\textbf{Strong accumulation and inversion.} Since $C_{sc}=A^2|F'(u)|/(v_T|Q|)$ and $F=Q^2/2A^2$, it suffices to relate $F'$ to $F$. In accumulation, dropping $r^2$, $|F'|=e^{|u|}-1=F+|u|$. In inversion, where $e^{-u}$ and $r^2u$ are negligible, $F'\simeq1+r^2e^u\simeq F-u+2$. Therefore
\begin{equation}
C_{sc}\simeq\frac{|Q|}{2v_T}
\begin{cases}
1+2A^2|u|/Q^2 & \text{accumulation},\\
1-2A^2(u-2)/Q^2 & \text{inversion}.
\end{cases}
\label{asym}
\end{equation}
At equal $|Q|$ the accumulation side has the larger $C_S$. As the ferroelectric factor in $\theta$ is even in $Q$, accumulation sets the tighter limit wherever both forms apply. This ordering is a result for non-degenerate carriers; with degenerate statistics it also depends on the densities of states of the two bands.

\section{Bounds and a closed estimate}

\textbf{A sufficient thickness.} Since $C_S<C_{ox}$ and $|g''|\le|a|$ in the negative region, every $\theta(Q)$ exceeds
\begin{equation}
t_s=\frac{1-\eta}{|a|\,C_{ox}} .
\label{ts}
\end{equation}
Thus $t\le t_s$ suffices for any sweep. It also removes the amplification of the surface potential. From $V_G=\psi+Q/C_{ox}+tE$,
\begin{equation}
\frac{dV_G}{d\psi}=1+C_{sc}\left(\frac1{C_{ox}}+\frac1{C_F}\right),
\label{psi}
\end{equation}
so on a stable branch $d\psi/dV_G>1$ requires $C_F<0$ and $|C_F|<C_{ox}$. The smallest $|C_F|$ occurs at $Q=0$ and equals $(1-\eta)/(|a|t)$, which is below $C_{ox}$ only if $t>t_s$. Amplification without hysteresis therefore needs $t_s<t\le t_c$.

\textbf{Where the limit falls.} In accumulation and in strong inversion the matching is a competition: $C_S$ grows with $|Q|$ towards $C_{ox}$, while $|g''|$ shrinks. Let $P_s^2=|a|/3b$, the squared polarization at which $g''=0$. For $P^2\ll P_s^2$,
\[
\frac1{|g''|}-\varepsilon_b\simeq\frac{1-\eta}{|a|}\left[1+\frac{P^2}{(1-\eta)P_s^2}\right],\qquad P\simeq\frac Q{1-\eta}.
\]
With the leading form $C_{sc}\simeq|Q|/2v_T$ and $P_*^2=(1-\eta)^3P_s^2$, to first order in the two small terms,
\[
\theta\simeq t_s\left[1+\frac{Q^2}{P_*^2}+\frac{2v_TC_{ox}}{|Q|}\right].
\]
Setting the derivative with respect to $|Q|$ to zero gives $2|Q|/P_*^2=2v_TC_{ox}/Q^2$. Hence
\begin{equation}
|Q_*|^3\simeq v_TC_{ox}P_*^2,\qquad t_c\simeq t_s(1+3\delta),\quad \delta=\frac{Q_*^2}{P_*^2},
\label{est}
\end{equation}
because at the minimum the second small term is twice the first.

\section{Worked example}

The round model parameters are $a=-10^9$ m/F, $b=10^{11}$ m$^5$/(F\,C$^2$), relative permittivities 10 (background), 12 (semiconductor) and 4 (oxide), a 1 nm oxide, $T=300$ K, $N_A=10^{24}$ m$^{-3}$ and $n_i=10^{16}$ m$^{-3}$. They give $\eta=0.0885$, $v_T=25.85$ mV, $C_{ox}=3.542\ \mu$F/cm$^2$ and $P_s=5.774\ \mu$C/cm$^2$. Note that $1\ \mu$F/cm$^2=10^{-2}$ F/m$^2$.

\textbf{Thicknesses.} The sufficient bound is
\[
t_s=\frac{0.9115\times10^{-9}\ \text{F/m}}{3.542\times10^{-2}\ \text{F/m}^2}=25.7\ \text{nm}.
\]
Matching at flat band alone, where $C_S=1.488\ \mu$F/cm$^2$, would allow $0.9115\times10^{-9}/0.01488$ m $=61.3$ nm. The minimum over all charges is $t_c=31.3$ nm, at $Q=-1.21\ \mu$C/cm$^2$ in accumulation. A direct search for the largest thickness with monotonic $V_G(Q)$ gives the same value. A sweep confined to $Q\ge0$ is limited at 32.3 nm, at $Q=1.46\ \mu$C/cm$^2$ in inversion.

The estimate (\ref{est}) uses $v_TC_{ox}=0.0916\ \mu$C/cm$^2$ and $P_*^2=0.9115^3\times5.774^2=25.2$ in $(\mu$C/cm$^2)^2$. Then $|Q_*|\simeq(2.31)^{1/3}=1.32\ \mu$C/cm$^2$, $\delta\simeq0.069$ and $t_c\simeq25.7\times1.21=31.1$ nm. The charge lies between the two limiting values, and the thickness is about 1\% below the full-sweep $t_c$.

The corrections in (\ref{asym}) account for the order of the two limits. With $A=0.066\ \mu$C/cm$^2$, they raise $C_{sc}$ by about 3\% at the accumulation limit and lower it by about 17\% at the inversion limit.

\textbf{Matching at $t=0.9\,t_c=28.2$ nm.} Capacitances are in $\mu$F/cm$^2$, and the gain is
\[
\frac{dV_S}{dV_G}=\frac{1/C_S}{1/C_F+1/C_S}=\frac1{1-C_S/|C_F|}.
\]
\begin{center}
\begin{tabular}{lcccc}
 & $C_S$ & $|C_F|$ & $C_S/|C_F|$ & gain\\
accumulation limit & 3.089 & 3.432 & 0.900 & 10.0\\
flat band & 1.488 & 3.234 & 0.460 & 1.9\\
depletion, $0.4\ \mu$C/cm$^2$ & 0.380 & 3.255 & 0.117 & 1.1\\
inversion limit & 3.080 & 3.530 & 0.873 & 7.8
\end{tabular}
\end{center}
The gain refers to oxide and semiconductor together. The part reaching the surface potential is smaller by $C_S/C_{sc}=1-C_S/C_{ox}$. In depletion this factor is $1-0.380/3.542=0.893$, so $d\psi/dV_G=1.132\times0.893=1.01$. At the accumulation limit it is 0.128, which turns the gain of 10 into 1.3. The best capacitance match thus occurs where most of the amplified voltage falls across the oxide.

\textbf{Loops.} In slow sweeps computed from the relaxation rule, with a voltage step of 0.5 mV, no loop appears at $0.98\,t_c$. At $1.05\,t_c=32.9$ nm, up and down states differ over 16 mV in total. At the 61.3 nm allowed by flat-band matching, the span is 0.83 V. At 32.1 nm, between the two limits, a sweep from flat band into inversion shows no loop, although the full curve is multivalued over 5 mV. The charges visited decide the outcome, as the theorem states.

The small loops follow from the slope near a limiting charge. With $x$ the distance from that charge, write $dV_G/dQ\simeq-s+\kappa x^2/2$, where $s\propto t-\theta_{\min}$ and $\theta_{\min}$ is the local minimum of $\theta$. The folds lie at $x_0=\pm\sqrt{2s/\kappa}$, and the voltage drop between them is
\[
\Delta V=2\left(s|x_0|-\frac{\kappa|x_0|^3}{6}\right)=\frac43\,s\sqrt{\frac{2s}{\kappa}}\propto(t-\theta_{\min})^{3/2}.
\]
The 5 mV loop has an excess thickness of 0.82 nm. At 32.88 nm the excess is 1.57 nm in accumulation and 0.58 nm in inversion. The prefactor depends on $\kappa$ and differs somewhat between the two sides. As a rough estimate, using the accumulation value for both gives a total of $5\,[(1.57/0.82)^{3/2}+(0.58/0.82)^{3/2}]\simeq16$ mV, in line with the computed span. The folds of $V_G(Q)$ give 13.7 mV in accumulation and 2.5 mV in inversion. The inversion prefactor is about 20\% smaller, but its term is small, so the total depends little on it.

\section{Range of validity}

The theorem concerns uniform polarization. Lemma 3 tests stability against uniform changes of $P$ and $Q$ alone; a layer that satisfies (\ref{cond}) may still lower its energy by forming domains, which needs a separate analysis with gradient and stray-field energies. At finite sweep rate, the lag of $P$ opens a dynamic loop even for $t<t_c$.

The model also has no oxide breakdown or tunnelling. At the two limiting charges the oxide field is 0.34 and 0.41 V/nm. The full sweeps used to compute the loops, from $-1.5$ to 2.5 V, end at more than 2 V/nm, and the 61.3 nm loop already reaches about 1.9 V/nm after the jump. Ordinary oxides break down below such fields, so that loop illustrates the equations and not a working device. A real 1 nm oxide also leaks by tunnelling at lower fields, which can disturb the charge balance in a slow sweep.

The Boltzmann model is strained at the limiting charges: in accumulation $|u|=0.1333/0.02585=5.2$, and the surface hole density is $N_Ae^{5.2}\approx2\times10^{26}$ m$^{-3}$. This is several times the effective density of states of a valence band like that of silicon, a few $10^{25}$ m$^{-3}$, so the holes are degenerate. The electron density at the inversion limit is likewise about $2\times10^{26}$ m$^{-3}$. Degenerate statistics and quantum confinement lower $C_{sc}(Q)$ there, and the thicknesses quoted above belong to the Boltzmann model only. Fermi--Dirac statistics alone, with effective densities of states $N_c\approx2.8\times10^{25}$ m$^{-3}$ and $N_v$ from $3.1$ down to $1.0\times10^{25}$ m$^{-3}$, lower $C_{sc}$ at these charges by roughly 40 to 55\%. The limits then move to 33.6--36.0 nm in accumulation and 35.2 nm in inversion, so for the smallest $N_v$ their order reverses. Equation (\ref{tc}) remains valid with the altered $C_S(Q)$, provided it stays positive and single-valued; a lower $C_S$ at every relevant charge raises $t_c$. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
a = -1.000e+09 m/F
b = 1.000e+11 m^5/(F C^2)
background relative permittivity = 10.0
eps_b |a| = 0.0885
semiconductor relative permittivity = 12.0
oxide relative permittivity = 4.0
oxide thickness = 1.00 nm
temperature = 300.0 K
acceptor density = 1.00e+24 m^-3
intrinsic density = 1.00e+16 m^-3
thermal voltage = 25.852 mV
Debye length = 4.141 nm
oxide capacitance = 3.542 uF/cm^2
P where g'' = 0: 5.774 uC/cm^2
t_c, full sweep (accumulation limits) = 31.314 nm
t_c from monotonicity search = 31.314 nm
limiting charge, accumulation = -1.213 uC/cm^2
t_c, sweep with Q >= 0 (inversion limits) = 32.299 nm
limiting charge, inversion = 1.463 uC/cm^2
thickness from matching at Q = 0 only = 61.254 nm
sufficient bound from C_ox and |a| = 25.735 nm
table thickness 0.9 t_c = 28.183 nm
accumulation: Q = -1.213 uC/cm^2, psi = -0.1333 V, C_S = 3.089, |C_F| = 3.432 uF/cm^2
flat band: Q = 0.000 uC/cm^2, psi = 0.0000 V, C_S = 1.488, |C_F| = 3.234 uF/cm^2
depletion: Q = 0.400 uC/cm^2, psi = 0.4958 V, C_S = 0.380, |C_F| = 3.255 uF/cm^2
inversion: Q = 1.463 uC/cm^2, psi = 1.0896 V, C_S = 3.080, |C_F| = 3.530 uF/cm^2
gain dV_S/dV_G at limiting charge, 0.9 t_c = 10.000
same gain by finite difference = 10.000
sweep voltage step = 0.50 mV
0.98 t_c: t = 30.688 nm, loop span = 0.0 mV, multivalued span = 0.0 mV
1.05 t_c: t = 32.880 nm, loop span = 16.0 mV, multivalued span = 16.0 mV
flat-band matching: t = 61.254 nm, loop span = 826.5 mV, multivalued span = 826.5 mV
restricted-sweep test thickness = 32.137 nm
loop span, flat band to inversion = 0.0 mV
multivalued span, full range, same t = 5.0 mV
\end{verbatim}
